Sign restoration and field window for recovering Josephson current-density profiles

A planar Josephson junction 4 µm wide carries 1 µA, most of it in two strips at its edges. The true current density at its centre is 0.05 µA/µm. A Fourier inversion of its critical current against magnetic field returns 1.32 µA/µm at that point. The same data and the same inversion, after some lobes of the critical current have been given a minus sign, return 0.03 µA/µm. The setting that decides between these results is the sign rule. Three others control how much of the profile is then seen: the field range, the field step and the taper.

**What the critical current contains**

Let x run along the width of the junction, from −a to a, with W = 2a. J(x) is the critical current per unit width. Four assumptions define the model: the local current is sinusoidal in the phase difference, the current does not add appreciably to the field, J does not depend on the field, and current crosses the gap straight.

A uniform field B puts a flux B L dx through a slice of width dx, where L is the effective magnetic length. One flux quantum Φ₀ = h/2e changes the phase by 2π, so

φ(x) = φ₀ + kx,  k = 2πLB/Φ₀.

The total current is

I(φ₀) = ∫ J(x) sin(φ₀ + kx) dx = C sin φ₀ + S cos φ₀,

C = ∫ J cos(kx) dx,  S = ∫ J sin(kx) dx.

The junction chooses φ₀ freely. The largest value of C sin φ₀ + S cos φ₀ is the length of the vector (C, S), hence

Ic = √(C² + S²).

The even part of J feeds C alone and the odd part feeds S alone. If J(x) = J(−x), then S = 0 and

Ic(B) = |F(k)|,  F(k) = ∫ J(x) cos(kx) dx.

F is real and can have either sign. The measurement removes that sign, and the inversion needs it. Without it every lobe adds positively at x = 0, where cos(kx) = 1, and this builds the false central peak of the opening example.

**When a lobe changes sign**

J is confined to a finite width, so F is an analytic function of k and its zeros are isolated. Near a zero k₀ of order p, F is proportional to (k − k₀)ᵖ. It changes sign if p is odd and keeps its sign if p is even. The overall sign follows from F(0), the total current, taken as positive. The rule is therefore to reverse the sign at zeros of odd order and nowhere else. A minimum that does not reach zero gets no reversal.

Symmetry by itself does not make successive lobes alternate. A triangular profile shows this:

J(x) = (I₀/a)(1 − |x|/a).

By evenness and one integration by parts, whose boundary terms vanish,

F = (2I₀/a) ∫₀ᵃ (1 − x/a) cos(kx) dx
 = (2I₀/(a²k)) ∫₀ᵃ sin(kx) dx
 = 2I₀(1 − cos ka)/(a²k²)
 = I₀ [sin(ka/2)/(ka/2)]².

All its zeros are double and F is never negative. For a field range of ten flux quanta, the inversion with correct signs has a largest error of 2.0 % of the peak density. Strict alternation raises it to 13.1 %.

**Why uniform and edge-dominated junctions do alternate**

Take density j_in for |x| < b and j_out for b < |x| < a, and put D = j_out − j_in. The profile is a strip of half-width a and density j_out, minus a strip of half-width b and density D. Since the integral of cos(kx) from −a to a is 2 sin(ka)/k,

F(k) = (2/k) G(k),  G = j_out sin(ka) − D sin(kb).

The number of flux quanta in the junction is f = BLW/Φ₀, so ka = πf. Suppose 0 < j_in < 2j_out, which is the same as |D| < j_out. The uniform junction has D = 0, and an edge-dominated one with some forward current inside has 0 < D < j_out.

At f = n + 1/2 the first term of G is (−1)ⁿ j_out. The second is smaller in magnitude, so G has the sign (−1)ⁿ. For n ≥ 1, G thus has opposite signs at f = n − 1/2 and f = n + 1/2, and at least one zero lies between them.

To see that there is no other, take any zero. There j_out sin(ka) = D sin(kb), so

j_out² cos²(ka) = j_out² − D² sin²(kb) > D² − D² sin²(kb) = D² cos²(kb).

The inequality uses |D| < j_out. With a > b it follows that

a j_out |cos(ka)| > b |D cos(kb)|.

The slope is G′ = a j_out cos(ka) − bD cos(kb), so at a zero it is nonzero and has the sign of cos(ka). That sign is fixed inside the window. Two neighbouring simple zeros would need slopes of opposite sign, so the window holds one simple zero. In the window around f = 0 the one zero of G is at k = 0, and the factor 2/k removes it. Lobes therefore alternate, with one node per window.

This was tested on 200 random profiles, with j_in/j_out between 0.02 and 1.98 and b/a between 0.05 and 0.95, over 20 windows each. Every window held one sign change.

Outside the condition the count can fail. With j_in = 3j_out and b = a/2,

G = j_out[sin(ka) + 2 sin(ka/2)] = 2j_out sin(ka/2)[1 + cos(ka/2)].

The first zero after k = 0 is at ka = 2π, or f = 2, and the first window is empty. The limit j_in = 0 also needs care. Then D = j_out, and the difference of sines gives

G = 2j_out sin(k(a − b)/2) cos(k(a + b)/2).

The two factors can vanish together for particular ratios of a to b, which makes a double zero. Edge dominance alone is therefore not a sufficient reason to alternate blindly.

**The smoothness rule for sampled data**

Measured points seldom fall on a node. A rule that needs no knowledge of the profile looks at each local minimum of Ic and compares three choices: no reversal, reversal from the minimum sample onward, and reversal from the next sample onward. It keeps the one with the smallest sum of squared fourth differences over the neighbouring points.

The reason is a difference in powers of the field step. Let dk be the step in k. A smooth F has fourth differences proportional to dk⁴. At a simple zero of slope s, unsigned data have a kink |s(k − k₀)|. If a sample lies on the zero, the kink gives fourth differences 2|s|dk × (1, −2, 1), proportional to dk. The correct reversal removes them. At a double zero c(k − k₀)², a false reversal from the zero onward creates fourth differences c dk² × (−2, 0, 2), again larger than dk⁴ for small steps.

Noise limits how small dk should be. A fourth difference has coefficients 1, −4, 6, −4, 1, whose squares add to 70. Independent noise of standard deviation σ per point thus gives fourth differences of standard deviation √70 σ ≈ 8.4σ, and the kink, of order 2|s|dk, must stand above this. At fixed σ a finer step makes the decision harder. The examples here contain no noise.

**Field range: resolution and overshoot**

With F restored, the inverse transform of an even function is

J(x) = (1/π) ∫₀^∞ F(k) cos(kx) dk.

Data end at some K. Inserting the definition of F gives

J_K(x) = ∫ J(x′) (1/π) ∫₀ᴷ cos(kx) cos(kx′) dk dx′.

The product of cosines is half the sum of cos k(x − x′) and cos k(x + x′). Because J is even, both terms contribute equally after integration over x′, so

J_K(x) = ∫ J(x′) sin[K(x − x′)]/[π(x − x′)] dx′.

The finite range smooths the profile with a kernel whose first zero is at distance π/K. For N flux quanta, K = 2πN/W, so

π/K = W/(2N).

For a uniform strip of density j, the substitution t = K(x − x′) gives

J_K(x) = (j/π){Si[K(a + x)] + Si[K(a − x)]},

where Si(z) is the integral of sin(t)/t from 0 to z. Close to x = a the first term is nearly π/2. The second is largest at K(a − x) = π, where Si(π) = 1.852. The density there is j(1/2 + 1.852/π) = 1.09j. Raising K moves this overshoot of about 9 % closer to the edge without removing it.

**Taper**

Multiplying F by 1 − k/K changes the kernel. With s = x − x′, integration by parts gives

(1/π) ∫₀ᴷ (1 − k/K) cos(ks) dk = (1/(πKs)) ∫₀ᴷ sin(ks) dk = (1 − cos Ks)/(πKs²).

The boundary term vanishes at both ends. This kernel is never negative and has unit area, so a nonnegative J gives a nonnegative result that stays below the true maximum. The price is a broader central peak, whose first zero is at 2π/K. The same choice arises when an electronic-structure program turns a finite time record into a spectrum: the record length takes the place of K, and a taper exchanges ripple for width.

**Field step**

On a grid k_m = m dk the integral becomes the sum

J(x) ≈ (dk/π) Σ w_m F(k_m) cos(k_m x),

with w_m = 1/2 at the two ends and 1 elsewhere. Replacing x by x + 2π/dk adds 2πm to each argument, so the result repeats with period 2π/dk. Keeping the copies apart requires 2π/dk > W, which means less than one flux quantum per step. Finding the nodes usually demands a much finer step than this.

**Worked example**

The gap is 0.4 µm, each superconducting lead is a strip of length 0.6 µm along the current, and L = 1.0 µm. One flux quantum corresponds to

Φ₀/(WL) = 2.068 mT µm²/(4.0 µm × 1.0 µm) = 0.517 mT.

Ten flux quanta, with 20 steps each, reach 5.17 mT in 201 points. The kernel length is 4.0/(2 × 10) = 0.20 µm, and the repeat distance is 80 µm.

The uniform junction has 0.25 µA/µm. The edge junction has 0.85 µA/µm in two strips 0.5 µm wide and 0.05 µA/µm over the inner 3 µm, so its total is 0.85 + 0.15 = 1.00 µA. Ic was computed by maximizing the current over φ₀, and the signs were restored by the smoothness rule.

The first three edge nodes lie at 0.616, 1.728 and 2.862 flux quanta, one in each predicted window. For j_in = 0 the cosine factor above would put the first at k = π/(a + b), or f = a/(a + b) = 2/3.5 = 0.57. The interior current moves it to 0.62. The uniform junction has its nodes at whole numbers.

The recovered edge profile, in µA/µm, is:

x = 0: 0.032 plain, 0.054 tapered; true 0.05
x = 1.00 µm: 0.077 plain, 0.070 tapered; true 0.05
x = 1.75 µm: 0.962 plain, 0.728 tapered; true 0.85
x = 2.25 µm: −0.068 plain, 0.043 tapered; true 0

At mid-strip the plain inversion is 13 % too high and the tapered one 14 % too low, relative to the true density. The negative value outside the junction is ripple, not reversed supercurrent. In the uniform junction the overshoot is 9.5 %. The far edge accounts for the excess over 9 %: at the maximum its term is Si(19π) ≈ π/2 + 1/(19π), which adds 1/(19π²) = 0.5 % of j.

An integrated current is steadier than a point value, whose error changes sign as the field range is varied. Between 1.5 and 2.5 µm on both sides the plain profile holds 0.816 µA, against a true edge current of 0.850 µA, a deficit of 4 %. Most of it is current smeared inward across the step D at x = b. For a single step this loss is

D ∫₀^∞ [1/2 − Si(Ks)/π] ds = D/(πK),

because integration by parts gives ∫₀^∞ [π/2 − Si(t)] dt = ∫₀^∞ sin(t) dt, whose oscillating upper limit is cancelled by the boundary term, leaving 1. With D = 0.80 µA/µm and K = 15.7 µm⁻¹ the loss is 0.016 µA per side, or 0.032 µA in all.

**Lifted nodes**

Unequal edges make S nonzero. If the two strips differ from their mean by ±5 %, then at the first edge node C = 0 and Ic = |S| = 42 nA, about 4 % of Ic(0). This is already too much for the smoothness rule at the field step used here: it gives the wrong sign to more than half of the points. At ±2 % it still works. The inversion cannot tell which edge is stronger, because exchanging x and −x reverses S and leaves Ic unchanged.

A current-phase relation that is not sinusoidal also lifts nodes. Write it as Σ aₘ sin(mφ). For symmetric J the integral over x gives

I(φ₀) = Σ aₘ F(mk) sin(mφ₀).

At a node of F(k) the first term vanishes, and the second leaves roughly |a₂F(2k)|. In a uniform junction F(mk) vanishes at whole flux quanta for every m, so the nodes survive. In the edge junction most do not. The exceptions in this range are f = 4 and f = 8, where b/a = 3/4 makes both sin(mka) and sin(mkb) vanish for every m.

To size this, the local current was taken as that of a short junction with one transmission probability τ = 0.7,

I ∝ sin φ · tanh(Δε/2k_BT)/ε,  ε = √(1 − τ sin²(φ/2)),

where Δ is the superconducting gap, k_B Boltzmann's constant and T the temperature. The relation was scaled so that Ic(0) stays at 1 µA. At 0.9 K, a₂/a₁ = −0.038 and the first node is lifted to 30 nA. At 0.05 K the ratio is −0.145 and the floor is 117 nA.

The smoothness rule then gives the right sign to 99.0 % of the points at 0.9 K (the remainder are the two samples on the exact nodes at f = 4 and 8, where a sign has no meaning), but to 44.8 % at 0.05 K, where it has failed. With the signs of the ideal F imposed, the profile changes by at most 0.1 % and 1.0 % of the edge density, respectively. In this example the danger from skewness lies in the sign decision, far more than in the inversion.

The failure has a simple likely cause. At a floor of height g, a correct reversal creates a jump 2g, which does not shrink with the step. Omitting the reversal leaves a kink whose fourth differences are proportional to dk. A finer field step therefore favours the wrong choice, and the success at 0.9 K, found with the step used here, can be lost at a finer one. If independent evidence places the profile in the two-level class above, one reversal near the minimum in each window is the better setting.

**The magnetic length and the ends of the leads**

The value L = 1.0 µm assumes thin leads that hardly screen the field. Let Q be the gauge-invariant phase gradient in a lead, y the coordinate across the strip of length ℓ, and β = 2πB/Φ₀. Current conservation allows Q = (∂ψ/∂y, −∂ψ/∂x). The field fixes ∇²ψ = β, up to the choice of sign, and ψ = 0 on the boundary stops current from leaving.

Far from the ends ψ = (β/2)(y² − ℓ²/4), so at the face y = ℓ/2 the gradient along x is βℓ/2. Two facing leads add βℓ to the gap's own contribution, which gives L = gap + ℓ = 0.4 + 0.6 µm.

At distance s from an end, ψ gains a term Σ Aₙ cos(qₙy) exp(−qₙs), with qₙ = (2n + 1)π/ℓ and n = 0, 1, 2, … . Requiring ψ = 0 at s = 0 and projecting on each cosine gives

Aₙ = (β/ℓ) ∫ (ℓ²/4 − y²) cos(qₙy) dy = 4β(−1)ⁿ/(ℓqₙ³).

The gradient at the face is lowered by Σ Aₙqₙ(−1)ⁿ exp(−qₙs). Integrated over s, the lost phase per lead is

(4β/ℓ) Σ 1/qₙ³ = (4βℓ²/π³)(7ζ(3)/8),

where Σ 1/(2n + 1)³ = 7ζ(3)/8 and ζ(3) = 1.202. Doubling for two leads and dividing by k = βL turns it into an apparent inward shift of the junction's end,

δx = 7ζ(3)ℓ²/(π³L) = 0.098 µm.

A numerical solution for the finite strip gives the same value. The shift is half the kernel length, yet its effect on the recovered density is already larger than the ripple at ten flux quanta, and it grows with the field range. The total current is unchanged, so the profile is also compressed near the end and its density there appears too high. At the very end the leads add no phase gradient, and the factor before smoothing is L/gap = 2.5. A uniform junction can therefore seem to have enhanced edges. With this effect included, the plain inversion of the uniform junction peaks at about 1.33 times the true density for ten flux quanta, against 1.09 without it, and at about 1.5 times for twenty. The worked example above leaves this effect out.

**Beside real devices**

The dimensions, current and lead properties are rough values in the regime of planar aluminium–InAs quantum-well junctions. The gap Δ was computed for a critical temperature of 1.2 K, roughly that of aluminium, so 0.9 K is a warm junction and 0.05 K a cold one. Real devices of this kind can have high transmission, so the sinusoidal assumption is the one most clearly broken on cooling: in the model, with Ic(0) held at 1 µA, going from 0.9 to 0.05 K raises the first-node floor from 30 to 117 nA. The critical current of a single device also grows on cooling, so the figures to compare are the ratios to Ic(0), about 3 % and 12 %. Warmth has its own cost. The thermal current scale 2ek_BT/ħ is 38 nA at 0.9 K, above the 30 nA floor, so a switching current measured near a node need not equal Ic.

The remaining estimates are orders of magnitude. The current's own flux is of order 1 % of a flux quantum from the kinetic inductance of the leads, and less from geometry. The screening length of the film, several micrometres, is well above ℓ, as assumed. Pair breaking in the leads reaches several per cent of the gap energy at the largest field. In a warm junction this matters more than the figure suggests: at 0.9 K, with the rate averaged over the lead, it lowers the order parameter Δ by about 15 % and the critical current of a weakly transmitting junction by about a quarter. At 0.05 K the losses are about 4 % and 6 %. The gap in the excitation spectrum falls further than Δ does. The rate is three times its average at the face of the lead, where the current crosses, and resolving it across the strip raises the loss of critical current to about 35 % at 0.9 K and 11 % at 0.05 K. The assumption that J does not depend on the field is therefore only rough at the upper end of the warm range, where the loss acts like a mild extra taper. Vortices may enter at a field of order Φ₀/ℓ², about 6 mT. This is comparable with the largest field used, so the estimate does not guarantee that even the present range is free of vortices, and doubling it to halve π/K would be riskier still.

**Choosing the settings**

Where the nodes are deep and sharp, use the smoothness rule. Near symmetry alone does not ensure such nodes, as the example with ±5 % shows. Use one reversal per flux window if the two-level condition 0 < j_in < 2j_out is justified independently. Where minima are rounded or lifted, compare both sign choices and report a profile feature only if it survives.

Set the field range from the narrowest feature w: W/(2N) should be well below w, subject to the vortex and pair-breaking limits. Choose a step that resolves the kinks above the noise. Use the plain inversion for integrated edge currents and the tapered one as a one-sided test of negative densities. For a symmetric junction that obeys the model, and with correct signs, a negative density that survives the taper is not ripple of a nonnegative profile. Unequal edges can leave a negative density even where J is nowhere negative: with the signs of the even part, the tapered edge profile dips, outside the junction, to about −0.02 µA/µm for strips differing by ±20 % and to about −0.10 µA/µm for ±50 %. One that disappears may still be real, because the taper also hides weak or narrow features, side peaks included. The numerical output below lists the values for both junctions.

Computed values

```
Width, gap, lead length: 4.0, 0.4, 0.6 um
Effective magnetic length: 1.00 um
Edge profile: strips 0.50 um wide, 0.85 uA/um; interior 0.05 uA/um
Uniform profile density: 0.25 uA/um
Ic(0), uniform and edge: 1.0000, 1.0000 uA
Field for one flux quantum: 0.5170 mT
Largest field, field step: 5.170, 0.02585 mT
Number of field points: 201
K: 15.708 1/um; length pi/K: 0.200 um
Repeat distance 2 pi/dk: 80.0 um
First edge nodes: 0.6159, 1.7280, 2.8624 flux quanta
First edge nodes: 0.3184, 0.8933, 1.4798 mT
Recovered J in uA/um: x/um, uniform, edge, edge tapered, edge without signs
  0.00  0.2449  0.0319  0.0535  1.3215
  1.00  0.2567  0.0768  0.0698  0.0053
  1.50  0.2488  0.4407  0.4121  -0.0013
  1.75  0.2669  0.9623  0.7277  0.0585
  2.00  0.1237  0.4168  0.3890  0.0146
  2.25  -0.0151  -0.0683  0.0434  0.0376
Uniform profile overshoot: 9.49 %
Edge current, true: 0.8500 uA
Edge current, recovered over 1.5 to 2.5 um on both sides: 0.8162 uA
Triangle error, smoothness rule: 2.02 % of peak
Triangle error, strict alternation: 13.11 % of peak
Nodes in first window for j_in = 3 j_out, b = a/2: 0
Edge imbalance: 5 %; first-node floor: 41.77 nA
Transparency: 0.70; critical temperature: 1.20 K
T = 0.90 K: second/first harmonic -0.0377, first-node floor 29.7 nA
  profile change with ideal signs: 0.10 % of edge density
  points given the right sign by smoothness rule: 99.0 %
T = 0.05 K: second/first harmonic -0.1445, first-node floor 117.3 nA
  profile change with ideal signs: 1.00 % of edge density
  points given the right sign by smoothness rule: 44.8 %
Lead-end shift, formula and numerical: 0.0977, 0.0980 um
Lead sheet resistance: 2.0 ohm; diffusion: 40 cm2/s
Lead sheet inductance: 4.21 pH; Pearl length: 6.69 um
Self-flux estimate, kinetic: 1.36 % of a flux quantum
Self-flux estimate, geometric: 0.24 % of a flux quantum
Thermal current scale 2ekT/hbar: 37.8 nA
Vortex-entry field estimate: 5.74 mT
Gap at 0.90 K: 0.1393 meV
Pair breaking at largest field: 0.0097 meV, 7.0 % of gap
```
